# Lattice Heating by Drifting Hot Electrons as Joule Power Convolved Downstream

## 1. Result

Let electrons drift in the $+x$ direction, from source to drain, with a constant speed $v$. They receive Joule power $P(x)$ per unit area of the channel and pass energy to the lattice with a relaxation time $\tau$. If electron heat conduction and pressure work are neglected, the steady power given to the lattice per unit area is

$$H(x)=\int_0^\infty P(x-s)\,\frac{e^{-s/\lambda}}{\lambda}\,ds,\qquad \lambda=v\tau. \tag{1}$$

The heat at $x$ is thus a weighted average of the Joule power supplied upstream of $x$.

Three further conditions are needed. The time $\tau$ must be uniform and independent of electron energy. The equilibrium energy $w_0$, fixed by the lattice temperature, must be uniform. The channel must extend far enough upstream for the energy carried in at its inlet to be forgotten; otherwise an inlet term is added. Here $H$ means energy handed to lattice vibrations. The lattice temperature follows from a separate heat-flow problem, treated in section 8.

## 2. Energy balance

The channel is a sheet with $n$ electrons per unit area, uniform across its width. In a steady state without generation or recombination the flux $\Gamma=nv$ is constant, so constant $v$ implies constant $n$. The field may still vary with $x$, because it is set by the gate and other charges as well as by the channel electrons.

An electron has charge $-e$. Its force along the motion is $F=-eE_x$, positive when the field points towards the source. The electric current per unit width is $j_x=-e\Gamma$, so

$$P=j_xE_x=(-e\Gamma)\left(-\frac{F}{e}\right)=\Gamma F .$$

With $I=e\Gamma$ for the magnitude of the current per width, this is $P=I|E_x|$.

Let $w$ be the mean energy per electron, $T$ the electron temperature and $q$ the heat flux conducted by electrons. The steady balance is

$$\frac{d}{dx}\left[\Gamma(w+kT)+q\right]=\Gamma F-\frac{n(w-w_0)}{\tau}. \tag{2}$$

On the left, $\Gamma w$ is energy carried by the drift, and $\Gamma kT$ is the work done by the electron pressure $nkT$ as the gas moves. On the right stand the supply from the field and the loss to the lattice,

$$H=\frac{n(w-w_0)}{\tau}. \tag{3}$$

Dropping $kT$ and $q$ from the bracket, and using constant $\Gamma$, leaves

$$\Gamma\frac{dw}{dx}=P-H. \tag{4}$$

To eliminate $w$, solve (3) for the excess energy and multiply by $\Gamma=nv$:

$$\Gamma(w-w_0)=nv\,\frac{\tau H}{n}=v\tau H=\lambda H. \tag{5}$$

Since $w_0$ and $\lambda$ are uniform, differentiation gives $\Gamma w'=\lambda H'$, and (4) becomes

$$\lambda\frac{dH}{dx}+H=P. \tag{6}$$

The quantity $\lambda H$ is the excess energy flux carried by the electrons. Where it grows, the lattice receives less than the local Joule power; where it falls, the lattice receives more.

## 3. Solution and inlet term

Divide (6) by $\lambda$ and multiply by $e^{x/\lambda}$. The left side is then a total derivative:

$$\frac{d}{dx}\left(e^{x/\lambda}H\right)=e^{x/\lambda}\left(H'+\frac{H}{\lambda}\right)=\frac{e^{x/\lambda}}{\lambda}P.$$

Integrating from an inlet $a$ to $x$ and multiplying by $e^{-x/\lambda}$ gives

$$H(x)=H(a)e^{-(x-a)/\lambda}+\int_a^x P(x')\frac{e^{-(x-x')/\lambda}}{\lambda}\,dx'. \tag{7}$$

The first term is the heat released by electrons that entered hot. If the electron energy stays bounded far upstream, $H(a)$ is bounded by (3), and this term vanishes as $a\to-\infty$. Substituting $s=x-x'$, so that $dx'=-ds$ and the limits become $\infty$ and $0$, gives (1).

The kernel can be read directly. Energy received at $x'$ decays as $e^{-t/\tau}$ while the electron travels a distance $s=vt$. The fraction still carried after that distance is $e^{-s/\lambda}$, and the fraction released per unit length is minus its derivative, $e^{-s/\lambda}/\lambda$. In this model nothing downstream of $x$ affects $H(x)$.

## 4. What the convolution does to a heat source

**Total, centroid and width.** Write $K(s)=e^{-s/\lambda}/\lambda$ for $s>0$. Its moments are

$$\int_0^\infty K\,ds=1,\qquad \int_0^\infty sK\,ds=\lambda,\qquad \int_0^\infty s^2K\,ds=2\lambda^2 .$$

Heat released at $x=x'+s$ comes from power supplied at $x'$. For a localized source $P\ge0$, normalize $P$ to unit area and treat it as a weight for $x'$. The joint weight is $P(x')K(s)$, a product, so means add and variances add. The total heat equals the total Joule power, the centroid moves downstream by $\lambda$, and the variance grows by $2\lambda^2-\lambda^2=\lambda^2$.

**Peak.** At an extremum of $H$, $H'=0$, and (6) gives $H=P$. The heating curve therefore crosses the Joule curve at its own maximum. For a single-peaked $P$ this happens on the falling side of $P$.

**Slowly varying source.** Using (6) twice,

$$H=P-\lambda H'=P-\lambda(P-\lambda H')'=P-\lambda P'+\lambda^2H''.$$

Differentiating (1) shows that $H''$ is the same upstream average of $P''$, so the last term is at most $\lambda^2\max|P''|$ in size. To first order in $\lambda$, $H(x)\approx P(x-\lambda)$: the profile is shifted without change of shape.

**Narrow source.** If total power $Q$ per width is supplied over a distance much shorter than $\lambda$, near $x=0$, then $H\approx(Q/\lambda)e^{-x/\lambda}$ downstream. More generally $K\le1/\lambda$, so $H\le Q/\lambda$ for any $P\ge0$. Squeezing the field peak cannot raise the heating density above this bound at fixed $Q$ and $\lambda$.

**Cut or contact.** Integrating (6) from far upstream to $L$ gives

$$\lambda H(L)=\int_{-\infty}^L P\,dx-\int_{-\infty}^L H\,dx. \tag{8}$$

This is the power per width still carried by electrons at $L$. If a contact begins there, it receives this power.

## 5. Gaussian field peak

Take $P(x)=\dfrac{Q}{\sigma\sqrt{2\pi}}e^{-x^2/2\sigma^2}$. The exponent in the convolution is

$$-\frac{(x-s)^2}{2\sigma^2}-\frac s\lambda=-\frac{(s-m)^2}{2\sigma^2}+\frac{m^2-x^2}{2\sigma^2},\qquad m=x-\frac{\sigma^2}{\lambda}.$$

Expanding $m^2$ turns the last fraction into $\sigma^2/(2\lambda^2)-x/\lambda$. The remaining integral is

$$\int_0^\infty e^{-(s-m)^2/2\sigma^2}ds=\sigma\sqrt{\frac{\pi}{2}}\;\mathrm{erfc}\left(-\frac{m}{\sigma\sqrt2}\right).$$

The prefactors combine to $Q/(2\lambda)$, hence

$$H(x)=\frac{Q}{2\lambda}\exp\left(\frac{\sigma^2}{2\lambda^2}-\frac{x}{\lambda}\right)\mathrm{erfc}\left[\frac{1}{\sqrt2}\left(\frac{\sigma}{\lambda}-\frac{x}{\sigma}\right)\right]. \tag{9}$$

## 6. Worked example: a gallium nitride transistor

The parameters are rough typical values for the field peak at the drain-side gate edge of a gallium nitride high-electron-mobility transistor: $I=0.50$ A/mm, $v=1.5\times10^7$ cm/s, $\tau=0.10$ ps, $\sigma=25$ nm, and a voltage drop $V=6.0$ V within the peak. The lattice is taken to be at 300 K, although self-heating would make a working device warmer.

The relaxation length and sheet density are

$$\lambda=(150\ \mathrm{nm/ps})(0.10\ \mathrm{ps})=15\ \mathrm{nm},\qquad n=\frac{I}{ev}=2.08\times10^{12}\ \mathrm{cm^{-2}}.$$

The peak field is $V/(\sigma\sqrt{2\pi})=0.957$ MV/cm. The total power is $Q=IV=3.00$ W/mm, and the peak Joule power is

$$P(0)=(500\ \mathrm{A/m})(0.957\times10^8\ \mathrm{V/m})=47.9\ \mathrm{mW/\mu m^2}.$$

Equation (9) has its maximum at $x=12.3$ nm, where $H=42.4$ mW/µm². The Joule power at the same position is also 42.4 mW/µm², as section 4 requires. The peak is 11% below that of the local Joule power. The centroid moves by the full 15 nm, while the maximum moves less because $\lambda/\sigma=0.6$ is not small and the profile becomes skewed. The standard deviation grows from 25 nm to $\sqrt{25^2+15^2}=29.2$ nm.

Equation (5), divided by $\Gamma=I/e$, gives the largest excess electron energy:

$$w-w_0=\frac{e\lambda H}{I}=e\,\frac{(15\times10^{-9}\ \mathrm m)(42.4\times10^9\ \mathrm{W/m^2})}{500\ \mathrm{A/m}}=1.27\ \mathrm{eV}.$$

For a classical gas moving in three dimensions, the equilibrium energy is $w_0=3kT_L/2=0.039$ eV, with $T_L$ the lattice temperature.

At a cut 50 nm downstream of the field peak, the Joule power supplied so far is 2.932 W/mm and the heat released so far is 2.661 W/mm. The difference, 0.271 W/mm, is 9% of the total and is still carried by the electrons.

As a test of (1), the energy balance was integrated numerically for these parameters and compared with direct quadrature of the convolution at seven positions from $-60$ to 150 nm. The largest difference was $2.8\times10^{-10}$ of the peak Joule power. This confirms the solution of the simplified balance; it says nothing about the terms left out.

## 7. Restoring pressure work and conduction

**Pressure work.** Treat the electrons as a classical gas in a parabolic band, with $w=3kT/2$. The drift kinetic energy, 0.013 eV for an effective mass of 0.20 electron masses, is left out of $w$; it is about 1% of the excess energy found above. Then $kT=2w/3$, and the carried flux is

$$\Gamma(w+kT)=\tfrac53\Gamma w .$$

Repeating the steps from (4) to (6) gives $aH'+H=P$ with $a=5\lambda/3$. Pressure work therefore preserves the exponential form and lengthens it. In the example $a=25$ nm, and the heating peak becomes 37.5 mW/µm² at 17.4 nm.

**Conduction.** Let $q=-\kappa\,dT/dx$ with constant sheet conductivity $\kappa$. From (3), $T-T_L=2(w-w_0)/(3k)=2\tau H/(3nk)$. With uniform $T_L$,

$$\frac{dq}{dx}=-\kappa\frac{2\tau}{3nk}H''=-\ell^2H'',\qquad \ell^2=\frac{\kappa\tau}{3nk/2},$$

and (2) becomes

$$-\ell^2H''+aH'+H=P. \tag{10}$$

For a unit source at $x=0$, try $e^{px}$ away from the origin. Then $\ell^2p^2-ap-1=0$, so $p=(a\pm R)/(2\ell^2)$ with $R=\sqrt{a^2+4\ell^2}$. Because $R^2-a^2=4\ell^2$, the positive root is $1/L_u$ and the negative root is $-1/L_d$, where

$$L_u=\frac{R-a}{2},\qquad L_d=\frac{R+a}{2},\qquad L_uL_d=\ell^2,\qquad L_u+L_d=R .$$

The bounded solution $G$ is $G_0e^{x/L_u}$ upstream and $G_0e^{-x/L_d}$ downstream. Integrating (10) across the origin gives $-\ell^2[G'(0^+)-G'(0^-)]=1$, or

$$1=\ell^2G_0\left(\frac1{L_d}+\frac1{L_u}\right)=\ell^2G_0\,\frac{R}{\ell^2}=G_0R .$$

So $G_0=1/R$, and the area $G_0(L_u+L_d)$ is 1. Total heat is still conserved. The mean displacement is

$$\frac{L_d^2-L_u^2}{R}=L_d-L_u=a .$$

The second moment is $2(L_d^3+L_u^3)/R=2(L_d^2-L_dL_u+L_u^2)=2(a^2+\ell^2)$, so the variance is $a^2+2\ell^2$. With constant $\kappa$, conduction widens the heat source without moving its centroid further, and it sends some heat upstream.

To size $\ell$, take $\kappa=\tfrac52nkD$ with $D=\mu kT/e$, the form for a momentum relaxation time independent of energy. At the hottest point of the simple model $kT=0.874$ eV. The ratio of speed to peak field gives $\mu=15.7$ cm²/Vs. Then $\ell^2=\tfrac53D\tau$ and $\ell=15.1$ nm, as large as $\lambda$ itself. The decay lengths are 32.1 nm downstream and 7.1 nm upstream, with 18% of the kernel upstream. The heating peak falls to 33.8 mW/µm² at 13.7 nm.

This is 20% below the simple result. Measured from the local Joule peak, the simple kernel lowers the maximum by 5.5 mW/µm² and the fuller model by 14.1 mW/µm². For this example, (1) gives the mechanism and the order of the displacement, but less than half of the peak reduction found with both terms restored. The conduction estimate is itself rough, since $\kappa$ was held at its hot value everywhere. Letting $\kappa$ follow the local electron temperature at fixed $\mu$ gives a peak of 35.1 mW/µm², 17% below the simple result, with the centroid still at 25 nm. Letting $\mu$ also follow $v/|E_x|$, capped at 1500 cm²/Vs, gives 34.2 mW/µm² and moves the centroid to about 35 nm.

## 8. Variable coefficients and lattice temperature

**Varying speed or relaxation time.** Equation (5) still holds locally at fixed $\Gamma$, but $\lambda$ must stay inside the derivative:

$$(\lambda H)'+H=P. \tag{11}$$

Multiply by $x$ and integrate over a localized source. Integration by parts gives $\int x(\lambda H)'dx=-\int\lambda H\,dx$, hence

$$\int xH\,dx-\int xP\,dx=\int\lambda H\,dx .$$

Divided by the total heat, this says that the centroid shift is the heat-weighted mean of $\lambda$.

As an example of the falling side of a velocity overshoot, let the speed fall smoothly from $2.5\times10^7$ to $1.5\times10^7$ cm/s through the field peak, as $v(x)=[2.0-0.5\tanh(x/20\ \mathrm{nm})]\times10^7$ cm/s, with current, field and $\tau$ held fixed. The heating peak rises to 45.9 mW/µm² and the centroid shift to 17.9 nm. At the maximum $H'=0$, and (11) gives $H=P-\lambda'H$, or $H=P/(1+\lambda')$. This exceeds the Joule power at the same point because $\lambda'<0$: the carried flux $\lambda H$ falls there, and what it loses is added to the local supply. This relation alone does not fix the height of the peak relative to the constant-speed case; that comparison comes from the numerical solution and depends on how abruptly the speed falls. With the width in the tanh set to 5 nm the peak is 19% above the constant-speed value; with 80 nm it is 2% below. Position matters as well: a Gaussian bump in speed of height $1.0\times10^7$ cm/s and standard deviation 25 nm on top of $1.5\times10^7$ cm/s changes the peak by $+7\%$, $-4\%$ and $-15\%$ when centred at $-25$, $0$ and $+15$ nm.

**Energy-dependent relaxation.** If $\tau$ depends on $w$, then $\lambda$ depends on $H$, and (11) is nonlinear. No fixed kernel then exists. Take $\tau=0.05\ \mathrm{ps}\,[1+(w-w_0)/(1\ \mathrm{eV})]$, which equals 0.10 ps at 1 eV. The heating peak is 38.0 mW/µm² and the centroid shift 13.9 nm. Halving the field at fixed current and doubling the resulting heat should reproduce $H$ if superposition held; the largest discrepancy is 19% of the heating peak.

**Non-uniform lattice temperature.** If $w_0$ varies, $\Gamma w'=\lambda H'+\Gamma w_0'$, so $P$ in (6) is replaced by $P-\Gamma w_0'$. For the lattice temperature profile estimated next, the largest $|w_0'|$ is $2.4\times10^{-4}$ of the peak force, which is negligible here.

**Effect on lattice temperature.** Treat the crystal as a half-space with an insulated surface and thermal conductivity $\kappa_L=150$ W/(m K), a rough value. A line source of power $Q$ per width sends heat through half-cylinders of area $\pi r$ per width, so $Q=-\kappa_L\pi r\,dT_L/dr$ and $T_L=-(Q/\pi\kappa_L)\ln r$ plus a constant. Superposing lines gives

$$T_L(x)=-\frac{1}{\pi\kappa_L}\int H(x')\ln|x-x'|\,dx'+\text{constant}.$$

Replacing $P$ by the $H$ of equation (9) at equal total power lowers the peak lattice temperature by 0.83 K; with the wider kernel of (10) the fall is 2.5 K. The change is small because the temperature depends on source width through a logarithm, with scale $Q/(\pi\kappa_L)\approx6.4$ K. Fourier's law is a rough guide at these lengths, since phonon free paths need not be short compared with 25 nm.

## 9. How the model stands beside a real device

The current, speed and field are of the size met in gallium nitride transistors. The 6 V refers to the sharp field peak alone; the full drain voltage also includes the drops along the rest of the channel and at the contacts. The relaxation time is the least certain input, and $\lambda$ is proportional to it. At the hottest point it implies a loss of $1.27/0.10\approx13$ eV/ps per electron. Polar optical phonon emission in a parabolic band of mass 0.20, with a phonon energy near 92 meV, removes only about 6 eV/ps at that electron temperature and at most about 7 eV/ps at any temperature, so it would give $\tau\approx0.2$ ps there. The value 0.10 ps presumes further loss channels, such as scattering into and within upper valleys, which the single-band description does not contain.

Real devices break the assumption of constant $v$ and $\tau$. In the particular cases above this changes the height of the heating peak by $+8\%$ for the falling speed and $-10\%$ for energy-dependent relaxation. Neither sign is general: the first depends on the shape and position of the speed profile, and the second becomes $+5\%$ or $-43\%$ if the prefactor 0.05 ps is replaced by 0.03 or 0.10 ps. Pressure work and conduction together change the peak by about $-17\%$ to $-20\%$. The prescribed speed is also an idealization: the largest upward gradient of $kT$ is 20% of the peak electric force, so the speed is not governed by the local field alone.

Other effects can be sized as follows.

- **Degeneracy.** The cold two-dimensional Fermi energy is 0.025 eV, comparable with $kT_L$ but far below the hot value of $kT$. Classical statistics serve in the hot region.
- **Breakdown.** The peak field is about 0.29 of a rough breakdown field of 3.3 MV/cm. A Maxwell distribution at $kT=0.874$ eV would have 5% of its electrons above the rough gap energy of 3.4 eV. This is not an ionization rate, and the true tail may differ greatly, but ionization is not excluded by the mean energy alone.
- **Band structure.** At excess energies above 1 eV a single parabolic band is a crude description. The factor $5/3$ and the estimate of $\kappa$ both rely on it, and on motion in three dimensions. For electrons confined to a single two-dimensional subband, $w=kT$ and the factor $5/3$ would become 2.
- **Optical phonons.** With a rough lifetime of 1 ps and speed of 1 nm/ps, they travel about 1 nm before decaying, much less than $\lambda$. They do accumulate, however: 42 mW/µm² held for 1 ps in quanta of about 92 meV is roughly 3 phonons per nm². Depending on the layer thickness and range of wavevectors assumed, this is an occupation of about 0.06 to 2, against 0.03 at 300 K. Electrons can reabsorb these phonons, which slows their cooling; the model, with relaxation towards a $w_0$ set by the lattice temperature, leaves this out.

The numerical output lists the main values used in these notes.

## Values computed for the example and the checks

```
current per width: 0.50 A/mm
drift speed: 1.50 1e7 cm/s
energy relaxation time: 0.10 ps
voltage drop in field peak: 6.0 V
standard deviation of field peak: 25.0 nm
lattice temperature for w0: 300 K
equilibrium energy w0: 0.0388 eV
sheet density: 2.08 1e12 cm^-2
peak field: 0.957 MV/cm
relaxation length: 15.0 nm
total power per width: 3.00 W/mm
peak Joule power: 47.87 mW/um^2
peak lattice heating: 42.41 mW/um^2
peak heating / peak Joule power: 0.886 (ratio)
position of heating peak: 12.30 nm
Joule power at that position: 42.41 mW/um^2
centroid of heating: 15.00 nm
standard deviation of heating: 29.15 nm
peak excess electron energy: 1.272 eV
march vs quadrature, error / peak Joule: 2.8e-10
cut position: 50 nm
Joule power before cut: 2.932 W/mm
lattice heating before cut: 2.661 W/mm
power carried past cut: 0.271 W/mm
lattice thermal conductivity, rough: 150 W/(m K)
fall of peak lattice temperature: 0.83 K
pressure work: length: 25.0 nm
pressure work: peak heating: 37.54 mW/um^2
pressure work: peak position: 17.43 nm
hot electron thermal energy kT: 0.874 eV
high-field mobility at peak: 15.67 cm2/Vs
conduction length: 15.11 nm
with conduction: downstream length: 32.11 nm
with conduction: upstream length: 7.11 nm
with conduction: upstream kernel share: 0.181 (ratio)
with conduction: peak heating: 33.76 mW/um^2
with conduction: peak position: 13.73 nm
overshoot: upstream speed: 2.50 1e7 cm/s
overshoot: peak heating: 45.91 mW/um^2
overshoot: centroid: 17.93 nm
energy-dependent tau: cold value: 0.050 ps
energy-dependent tau: value at 1 eV: 0.100 ps
energy-dependent tau: peak heating: 38.02 mW/um^2
energy-dependent tau: centroid: 13.90 nm
its superposition error / peak: 0.191 (ratio)
lattice-gradient term / peak force: 2.4e-04 (ratio)
largest thermal force / peak force: 0.201 (ratio)
effective mass: 0.20 electron masses
drift kinetic energy: 0.0128 eV
cold two-dimensional Fermi energy: 0.0249 eV
rough breakdown field: 3.3 MV/cm
peak field / breakdown field: 0.29 (ratio)
rough band gap: 3.4 eV
Maxwell share above gap energy: 0.051 (ratio)
optical phonon travel, rough: 1.0 nm
```
